# Why a Wide Ballistic Datta-Das Channel Loses Gate Contrast

**Q:** My spin transistor has a wide InAs channel between two ferromagnets. The gate changes the Rashba coefficient, the spins precess, and the drain should see them alternately parallel and antiparallel to its magnetization. If no electron scatters, why should the current not switch off fully?

**A:** Because your source emits electrons in many directions, and the gate doesn't turn all their spins in the same way. Let us first fix the device. The channel lies in the $xy$ plane, with the source at $x=0$ and the drain at $x=L$, both magnetized along $+x$. The Hamiltonian is

$$H=\frac{p^2}{2m}+\alpha(\sigma_xk_y-\sigma_yk_x).$$

I assume ballistic flight, a strip so wide that side walls don't matter, ideal spin-selective contacts and no reflection at the interfaces. The Rashba splitting is small beside the Fermi energy.

For an electron travelling at angle $\phi$ to the $x$ axis, $k_x=k\cos\phi$ and $k_y=k\sin\phi$, so the spin term is

$$\alpha k\,\mathbf n\cdot\boldsymbol\sigma,\qquad \mathbf n=(\sin\phi,-\cos\phi,0).$$

The precession axis $\mathbf n$ lies in the plane, perpendicular to the direction of travel. Each injection angle has its own axis.

**Q:** And its own path length. But a faster electron also spends less time in the channel. Does that matter?

**A:** It cancels. The eigenvalues of the spin term are $\pm\alpha k$, so the precession rate is $2\alpha k/\hbar$. To leading order in the splitting the speed is $\hbar k/m$, and the path length is $L/\cos\phi$. The precession angle is therefore

$$\theta=\frac{2\alpha k}{\hbar}\,\frac{mL}{\hbar k\cos\phi}=\frac{\theta_0}{\cos\phi},\qquad \theta_0=\frac{2m\alpha L}{\hbar^2}.$$

The wavevector has dropped out. In this parabolic model with linear Rashba coupling, a spread in energy does no harm; a spread in direction does.

**Q:** I am uneasy about "path length". The electrons are waves, and in a wide strip $k_y$ is conserved. Where is the longer path then?

**A:** It is in the phase difference between the two spin branches. At energy $E$ they obey $\hbar^2k_\pm^2/2m\pm\alpha k_\pm=E$. With $q=m\alpha/\hbar^2$, the positive solutions are

$$k_\pm=K\mp q,\qquad K=\sqrt{2mE/\hbar^2+q^2}.$$

Both branches have the same $k_y=K\sin\phi$. Subtracting $k_{x\pm}^2=k_\pm^2-k_y^2$ gives

$$k_{x-}^2-k_{x+}^2=(K+q)^2-(K-q)^2=4Kq.$$

The left side is $(k_{x-}-k_{x+})(k_{x-}+k_{x+})$, and the second factor is $2K\cos\phi$ to leading order. Hence

$$(k_{x-}-k_{x+})L=\frac{2qL}{\cos\phi}=\frac{\theta_0}{\cos\phi}.$$

This is the ray result. It fails near grazing incidence. The next term adds a phase of about $\theta_0(q/K)^2\sin^2\phi/(2\cos^5\phi)$, which grows with the channel length. For $q/K=0.018$ the error exceeds 1 rad for about 4% of the modes at $\theta_0=9$ and about 10% at $\theta_0=120$, counting the 2% of modes in which only one branch propagates.

**Q:** What does the drain see from one ray?

**A:** The spin evolves under

$$U=\cos\frac\theta2-i\sin\frac\theta2\,\mathbf n\cdot\boldsymbol\sigma.$$

The amplitude to remain in the state $|x\rangle$, spin along $+x$, follows from $\langle x|\mathbf n\cdot\boldsymbol\sigma|x\rangle=n_x=\sin\phi$:

$$\langle x|U|x\rangle=\cos\frac\theta2-i\sin\phi\sin\frac\theta2.$$

Taking the squared modulus and writing $\sin^2\phi=1-\cos^2\phi$,

$$T_\phi=\cos^2\frac\theta2+\sin^2\phi\sin^2\frac\theta2
=1-\cos^2\phi\,\sin^2\frac{\theta_0}{2\cos\phi}.$$

The forward ray, $\phi=0$, gives $\cos^2(\theta_0/2)$ and can switch off fully. An oblique ray can't: its smallest transmission is $\sin^2\phi$, because its axis has a component along the injected spin, and that component doesn't precess. Its minimum also comes at a different gate setting.

**Q:** How should I weight the angles?

**A:** A wide reservoir fills the transverse modes evenly in $k_y$. Since $dk_y=K\cos\phi\,d\phi$, the normalized weight on $-\pi/2<\phi<\pi/2$ is $\tfrac12\cos\phi$. Modes of different $k_y$ are orthogonal across the drain, so their probabilities add without cross terms. Using $\sin^2(\theta/2)=(1-\cos\theta)/2$,

$$T=1-\tfrac12\langle\cos^2\phi\rangle+\tfrac12\left\langle\cos^2\phi\cos\frac{\theta_0}{\cos\phi}\right\rangle.$$

With $s=\sin\phi$, the first average is

$$\langle\cos^2\phi\rangle=\int_0^{\pi/2}\cos^3\phi\,d\phi=\int_0^1(1-s^2)\,ds=\tfrac23.$$

Therefore

$$T(\theta_0)=\frac23+\frac12C(\theta_0),\qquad C=\int_0^{\pi/2}\cos^3\phi\,\cos\frac{\theta_0}{\cos\phi}\,d\phi.$$

If electrons rejected by the drain don't return to it, the conductance is $e^2/h$ times the number of transverse modes times $T$. At fixed density the number of modes changes only at order $q^2/K^2$, so $T$ carries the gate dependence.

**Q:** Then a short channel should still behave well?

**A:** For small rotations, yes. As $\theta_0\to0$ at fixed $\phi$, the sine may be replaced by its argument:

$$T_\phi\simeq1-\cos^2\phi\,\frac{\theta_0^2}{4\cos^2\phi}=1-\frac{\theta_0^2}{4}.$$

The angle has cancelled. An oblique ray precesses further, but about a less favourable axis, and the two effects compensate. Grazing rays don't spoil the average, since $\sin^2a\le a^2$ limits each ray's loss to $\theta_0^2/4$.

The cancellation fails once the rotations are large, and a transistor needs a rotation near $\pi$. The first minimum of $T$ lies at $\theta_0=2.739$, with $T=0.3835$. Compared with $T=1$ at $\alpha=0$ this is a substantial drop, but the device isn't off. The next maximum reaches only $0.8992$.

**Q:** Two things vary with angle, the axis and the length. Which one is to blame?

**A:** They do different damage, so let us switch them on separately.

Suppose the axes differ but every ray turns by the same $\theta_0$. Then

$$T_{\rm axes}=1-\langle\cos^2\phi\rangle\sin^2\frac{\theta_0}{2}=\frac23+\frac13\cos\theta_0.$$

This oscillates between $1/3$ and $1$ for every $\theta_0$. I call $T_{\rm on}-T_{\rm off}$ the swing and $(T_{\rm on}-T_{\rm off})/(T_{\rm on}+T_{\rm off})$ the visibility. Here they are $2/3$ and $1/2$, and neither decays as the channel gets longer.

Now suppose the lengths differ but all axes are perpendicular to the injected spin. Each ray gives $\cos^2(\theta/2)$, so

$$T_{\rm lengths}=\frac12+\frac12\int_0^{\pi/2}\cos\phi\,\cos\frac{\theta_0}{\cos\phi}\,d\phi.$$

You could realize this case within the model by magnetizing both contacts along $z$. All the axes lie in the plane, so $\langle z|\mathbf n\cdot\boldsymbol\sigma|z\rangle=0$ for every angle. Each ray can then switch off fully, but the rays do so at different gate settings, and their sum loses its oscillation as $\theta_0$ grows.

**Q:** How fast is it lost? Exponentially?

**A:** No, as an inverse square root. Put $u=1/\cos\phi$ in $C$. Then $du=(\sin\phi/\cos^2\phi)\,d\phi$ and $\sin\phi=\sqrt{u^2-1}/u$, so $d\phi=du/(u\sqrt{u^2-1})$. With $\cos^3\phi=u^{-3}$,

$$C=\operatorname{Re}\int_1^\infty\frac{e^{i\theta_0u}}{u^4\sqrt{u^2-1}}\,du.$$

The factor $e^{i\theta_0u}$ decays in the upper half-plane. The integrand has no singularity between the real line to the right of $u=1$ and the vertical line above it, and the distant arc contributes nothing. So we may integrate along $u=1+iv$, where $u^2-1=2iv(1+iv/2)$ and $du=i\,dv$:

$$C=\operatorname{Re}\,e^{i\theta_0}\int_0^\infty\frac{i\,e^{-\theta_0v}\,dv}{(1+iv)^4\sqrt{2iv}\,\sqrt{1+iv/2}}.$$

For large $\theta_0$ only small $v$ counts. There $(1+iv)^{-4}\simeq1-4iv$ and $(1+iv/2)^{-1/2}\simeq1-iv/4$, with product $1-\tfrac{17}{4}iv$. The constant is $i/\sqrt{2i}=e^{i\pi/4}/\sqrt2$. The two integrals needed are

$$\int_0^\infty v^{-1/2}e^{-\theta_0v}dv=\sqrt{\frac{\pi}{\theta_0}},\qquad
\int_0^\infty v^{1/2}e^{-\theta_0v}dv=\frac{1}{2\theta_0}\sqrt{\frac{\pi}{\theta_0}}.$$

Together they give

$$C\simeq\sqrt{\frac{\pi}{2\theta_0}}\left[\cos\!\left(\theta_0+\frac\pi4\right)+\frac{17}{8\theta_0}\sin\!\left(\theta_0+\frac\pi4\right)\right].$$

**Q:** What does the square root mean physically?

**A:** It measures the cone of rays that still agree with the forward ray. Relative to that ray, a ray at angle $\phi$ has the extra precession

$$\theta_0\left(\frac1{\cos\phi}-1\right)\simeq\frac{\theta_0\phi^2}{2}.$$

If we let a ray count as in phase while this is below $\pi/2$, the cone has half-angle $\sqrt{\pi/\theta_0}$ for large $\theta_0$. Outside it, neighbouring rays increasingly cancel. The number of useful modes shrinks as $\theta_0^{-1/2}$, and so does the oscillation.

This also shows how the two causes combine. Inside a narrow cone the axes are nearly parallel, so their variation can't change the leading swing. In the integral, the length-only case has $u^{-2}$ in place of $u^{-4}$, and the two agree at $u=1$. What the axes change at large $\theta_0$ is the level about which $T$ oscillates: $2/3$ instead of $1/2$. For parallel contacts, oblique electrons add a background that the gate can't remove. With the drain magnetized along $-x$, $T$ becomes $1-T$ and the level is $1/3$ instead.

**Q:** Give me a rule for the on-off ratio, and tell me where to set the gate.

**A:** At leading order, neighbouring extrema have $C\simeq\pm\sqrt{\pi/2\theta_0}$. Half their difference is the swing, while the sum $T_{\rm on}+T_{\rm off}$ tends to $4/3$:

$$T_{\rm on}-T_{\rm off}\simeq\sqrt{\frac{\pi}{2\theta_0}},\qquad
\text{visibility}\simeq\frac34\sqrt{\frac{\pi}{2\theta_0}}.$$

For the positions, write $x=\theta_0+\pi/4$ and differentiate $\theta_0^{-1/2}[\cos x+(17/8\theta_0)\sin x]$. To first order in $1/\theta_0$ the derivative vanishes when

$$-\sin x-\frac{\cos x}{2\theta_0}+\frac{17\cos x}{8\theta_0}=0,\qquad \tan x=\frac{13}{8\theta_0}.$$

The maxima therefore lie near $\theta_0=2\pi n-\pi/4+13/(8\theta_0)$, and the minima near the same expression with $(2n-1)\pi$ in place of $2\pi n$. The rule is good to 0.02 from the second pair on, but it puts the first minimum at 2.91 (solving it for $\theta_0$) instead of 2.74. A wide channel reaches its extrema at smaller $\alpha$ than a single forward ray, since oblique rays run ahead in phase.

The table compares the swing between the $n$th minimum and the next maximum with the leading law, averaged over the two positions.

| $n$ | $\theta_0$ off, on | swing | lengths only | law |
|---:|---:|---:|---:|---:|
| 1 | 2.74, 5.74 | 0.516 | 0.587 | 0.640 |
| 2 | 8.81, 11.91 | 0.374 | 0.387 | 0.393 |
| 5 | 27.55, 30.68 | 0.231 | 0.232 | 0.233 |
| 20 | 121.75, 124.89 | 0.113 | 0.113 | 0.113 |

The law is poor for the first pair and about 5% high, relative to the computed swing, for the second.

**Q:** Put in numbers for a device I might build.

**A:** Take an InAs well with $m=0.04\,m_e$, so that $\hbar^2/m=1905$ meV nm$^2$. Let $L=1000$ nm and let the gates sweep $\alpha$ from 6 to 13 meV nm. Two gates hold the density at $10^{12}$ cm$^{-2}$; otherwise the number of modes would change too, and the current with it, for a reason unrelated to spin.

The wide channel has its minimum at $\alpha=8.39$ meV nm, where

$$\theta_0=\frac{2(8.39)(1000)}{1905}=8.81.$$

The next maximum is at $\alpha=11.34$ meV nm, or $\theta_0=11.91$. The values there are $T_{\rm off}=0.468$ and $T_{\rm on}=0.842$, so

$$\text{swing}=0.374,\qquad \text{visibility}=\frac{0.374}{0.468+0.842}=0.285.$$

A forward ray alone would give 1 for both. At the off setting the in-phase cone reaches $31.9^\circ$ and holds 53% of the modes.

With only the axes varying, the swing is 0.667 and the visibility 0.500. With only the lengths varying, they are 0.387 and 0.398. In this device the length differences account for most of the lost swing. Adding the axes lowers it only slightly further, but raises the background and so brings the visibility down to 0.285. This holds for parallel contacts. With the drain reversed, $T$ runs between 0.158 and 0.532: the swing is the same, and the visibility is 0.54.

**Q:** Does the wave picture agree for these numbers?

**A:** Yes, to about a hundredth in $T$. I solved for the plane waves at fixed energy and $k_y$, without using rays, at 30 values of $\theta_0$ across the sweep. For the example's ratio $q/k_F=0.0176$, the largest difference from the ray average was 0.0089. At a quarter of that ratio it fell to 0.0023. Nearly all of this comes from the range of the average. The wave average covers only $|k_y|<K-q$, where both branches propagate, and so leaves out a fraction $q/K$ of grazing modes that the rays count with $T_\phi\approx1$; this shifts it by about $(q/K)(1-T)$. Over the same range of $k_y$, waves and rays differ by at most about 0.0005 at the example's ratio. Reflection at the contacts was left out of both calculations, so $T$ is a single-pass probability. If both contacts instead reflect the rejected spin specularly and the passes add incoherently, each ray transmits $T_\phi+(1-T_\phi)^2T_\phi/(1-T_\phi^2)=2T_\phi/(1+T_\phi)$. The swing then becomes about 0.36 and the visibility about 0.25.

**Q:** How do I recover the contrast? Can I keep the wide channel and restrict the beam?

**A:** In the model, yes. If injection is confined to $15^\circ$ on either side of the forward direction, the swing returns to 0.971 and the visibility to 0.952. The price is that only $\sin15^\circ=26\%$ of the modes carry current: counted per mode of the full channel the swing is 0.25, less than the 0.374 of the unrestricted beam. So narrow an aperture buys visibility at the cost of the absolute change in conductance. A moderate one improves both: at $35^\circ$, close to the edge of the in-phase cone, the swing per mode of the full channel is 0.42 and the visibility about 0.7. Widening the aperture beyond that lowers the swing again, towards 0.374.

Another way is to narrow the channel.

**Q:** But in a narrow channel the electrons still leave at all angles and zigzag between the walls. Why would that help?

**A:** Because their transverse rotations are undone. Along a path, the spin state changes by

$$d\psi=-iq(\sigma_x\,dy-\sigma_y\,dx)\psi.$$

Measure $y$ from the middle of the strip and set $\psi=e^{-iq\sigma_xy}\chi$. The $dy$ term cancels, leaving

$$d\chi=iq\,e^{iq\sigma_xy}\sigma_ye^{-iq\sigma_xy}\chi\,dx
=iq(\sigma_y\cos2qy-\sigma_z\sin2qy)\chi\,dx.$$

The second form follows because $\sigma_y$ anticommutes with $\sigma_x$: the middle product is $\sigma_ye^{-2iq\sigma_xy}$, and $\sigma_y\sigma_x=-i\sigma_z$. In a strip of width $W$, $|2qy|\le qW$. If $qW\ll1$, the bracket is nearly $\sigma_y$ everywhere. The $\sigma_z$ remainder, of size $qW$, changes sign as the ray zigzags, with period $2W/\tan\phi$ in $x$. It averages out except for rays near $\tan\phi=2qW/\pi$, where this period equals the precession period $\pi/q$ and the remainder adds up to a rotation of order $\theta_0\,qW$. If $\theta_0\,qW\ll1$ as well, $\chi$ turns by nearly $2qL=\theta_0$ for every injection angle. Otherwise steep rays turn by about $\theta_0\sin(qW)/(qW)$, from the average of $\cos2qy$ across the strip, which stays near $\theta_0$ only while $\theta_0(qW)^2/6\ll1$, and rays near the resonant angle depart further: in a 60 nm strip at $\theta_0=4\pi$ the resonant rays have $T$ between about 0.3 and 1, depending on where across the strip they start, and about 0.67 on average, and about 8% of the rays lie below 0.8. The remaining factors $e^{\mp iq\sigma_xy}$ at the two ends are rotations about $x$, which give an $x$ spin only a phase. Hence $T\simeq\cos^2(\theta_0/2)$. This requires walls that reflect the electron without flipping its spin.

The width must therefore be small beside $1/q=\hbar^2/(m\alpha)$, which is 227 nm at the wide channel's off setting. Following zigzag rays with specular walls gives:

| $W$ (nm) | swing | visibility |
|---:|---:|---:|
| 60 | 0.931 | 0.965 |
| 300 | 0.310 | 0.276 |
| 20000 | 0.374 | 0.287 |

The 60 nm strip recovers most of the contrast. It has only four open modes per spin ($k_FW/\pi=4.8$), so a ray calculation is a rough guide there; solving the hard-wall strip quantum mechanically gives a swing of about 0.99. At 20 µm the result agrees with the wide-channel average. In between, the ray swing doesn't vary monotonically with width: it is about 0.55 at 120 nm, 0.22 at 200 nm, 0.31 at 300 nm, 0.44 at 450 nm and 0.29 at 700 nm. The quantum hard-wall strip gives about 0.55 at 120 nm, about 0.2 near 200 nm (0.19 to 0.22 between 190 and 210 nm), 0.30 at 300 nm and 0.44 at 450 nm, close to the rays. Narrowing the channel only to a width near $1/q$ therefore need not help and can make things worse. I have no derived explanation for this pattern.

**Q:** How close is all this to a real InAs device?

**A:** The mass and Rashba coefficients are rough typical values. The gate sweep, a factor of two in $\alpha$, is generous, and the assumed 4 K mobility of $2\times10^5$ cm$^2$/Vs belongs to a good well. The assumption of ideal contacts is a costly one to lose. If source and drain each have spin polarization $P$, equal spins are selected with weight $(1+P^2)/2$ and opposite spins with weight $(1-P^2)/2$, so

$$T_P=\frac{1+P^2}{2}T+\frac{1-P^2}{2}(1-T)=\frac12+\frac{P^2}{2}(2T-1).$$

The swing is multiplied by $P^2$. For $P=0.4$ it falls from 0.374 to 0.060, and the visibility to 0.057. The same factor acts on a collimated beam: for the $15^\circ$ aperture, $P=0.4$ leaves a swing and a visibility of about 0.16.

**Q:** And scattering, temperature and the other spin-orbit terms?

**A:** At 4 K the mobility gives a mean free path of 3300 nm. If the scattering is isotropic, 65% of the electrons cross unscattered; small-angle scattering, which the mobility hardly registers, would lower that share. Among these the swing is 0.420, higher than before because long oblique paths are more often interrupted. That isn't the swing of the whole current, since the scattered electrons also reach the contacts in some proportion.

Dresselhaus coupling, with a rough bulk coefficient of 27 meV nm$^3$ in a 15 nm well and the channel along a cubic axis, leaves the swing at about 0.37. This depends on the channel direction: along the two $\langle110\rangle$ axes the swing becomes 0.33 and 0.41. A stray in-plane field of 0.1 T with $g=15$ gives a Zeeman energy of 0.087 meV, against a Rashba splitting of 4.21 meV. A perpendicular field of that size would also bend the paths, with radius $\hbar k_F/(eB)$ of about 1.7 µm, and must be kept much smaller for the straight rays used here. The Fermi energy, 60 meV, stays below the second subband, which hard walls put 125 meV above the first. With a rough Rashba field coefficient of $1.2\,e$ nm$^2$, the sweep needs a field change of 0.058 MV/cm. This change drops 88 meV across the well. If $\alpha$ is proportional to the field, the whole field at $\alpha=13$ meV nm drops about 160 meV. That is below the gap of about 400 meV, but $1.2\,e$ nm$^2$ is the band-edge coefficient. For electrons about 130 meV above the band edge, a Kane model of this well with hard walls and no interface terms gives only about $0.45\,e$ nm$^2$. A field of 0.3 MV/cm, which drops 450 meV across the well, then yields $\alpha\approx12.5$ meV nm. The fields quoted above may therefore be too small by a factor of two to three, and the margin against the gap is not assured. These are mean fields: the electrons' own charge changes the field by $en/\varepsilon\approx0.12$ MV/cm from one side of the well to the other (relative permittivity about 15).

Heat is a different matter. In a nonparabolic band the mass rises with energy, roughly as $1+2E/E_g$, where $E_g$ is the gap, so $\theta_0$ is no longer the same for all energies. Over a thermal window of $3.5k_BT$, with $\alpha$ held fixed, the spread is about $\theta_0\,7k_BT/(E_g+2E)$, with $E$ measured from the bulk band edge. Setting $E=0$ gives an upper estimate at the off setting of 0.05 rad at 4 K and 4 rad at 300 K. With $E\approx130$ meV, where a band-edge mass of $0.023\,m_e$ has risen to about $0.04\,m_e$, it is 0.03 and 2.4 rad. In a Kane band $\alpha$ also falls with energy, faster than the mass rises; this reverses the sign of the shift and leaves its size near 2 rad at 300 K. With a rough room-temperature mobility of $2\times10^4$ cm$^2$/Vs, the mean free path is also only 330 nm, a third of the channel. The ballistic model of this device is therefore a low-temperature one. The main values of the worked example are in the numerical output below.

## Values computed for the example and the checks

```
Extrema n: theta0 off, on (rad); T off, on; swing; length-only; law
  1: 2.739 5.735; 0.3835 0.8992; 0.5157; 0.5871; 0.6403
  2: 8.808 11.910; 0.4681 0.8416; 0.3735; 0.3868; 0.3927
  5: 27.547 30.683; 0.5482 0.7791; 0.2309; 0.2321; 0.2325
 20: 121.750 124.891; 0.6099 0.7227; 0.1128; 0.1129; 0.1129
Input: mass 0.04 m_e, L 1000 nm, density 1.0e+12 cm^-2
Input: alpha 6.0 to 13.0 meV nm
Input: mobility at 4 K 2.0e+05 cm2/Vs
hbar^2/m = 1905.0 meV nm^2
Fermi wavevector 0.2507 1/nm, Fermi energy 59.8 meV
theta0 range 6.299 to 13.648 rad
Wide channel off: alpha 8.39 meV nm, theta0 8.808 rad
Wide channel on: alpha 11.34 meV nm, theta0 11.906 rad
In-phase cone half-angle (extra phase pi/2) 31.9 deg
Fraction of modes in that cone 0.529
Case: T off, T on, swing, visibility
 forward ray only: 0.0000 1.0000 1.0000 1.0000
 wide channel: 0.4681 0.8416 0.3735 0.2852
 axes differ only: 0.3333 1.0000 0.6667 0.5000
 lengths differ only: 0.2928 0.6796 0.3868 0.3977
 beam within 15 deg: 0.0246 0.9960 0.9713 0.9518
 strip 60 nm (4.8 modes): 0.017 0.948 0.931 0.965
 strip 300 nm (23.9 modes): 0.405 0.715 0.310 0.276
 strip 20000 nm (1595.8 modes): 0.464 0.837 0.374 0.287
Spin length hbar^2/(m alpha) at off state 227 nm
Splitting ratio m alpha/(hbar^2 kF) 0.0176
Largest |T wave - T ray|: 0.0089; at quarter ratio 0.0023
Mean free path at 4 K 3300 nm, unscattered fraction 0.654
Unscattered electrons: swing 0.4198, visibility 0.3340
Dresselhaus input: gamma 27 meV nm^3, well width 15 nm
Linear Dresselhaus coefficient 1.18 meV nm
With Dresselhaus: swing 0.3739, visibility 0.2847
Contact polarization 0.4: swing 0.0598, visibility 0.0569
Second subband 125 meV above the first (hard walls)
Rashba field coefficient (input) 1.2 e nm^2
Gate field change 0.058 MV/cm
Drop across well 88 meV, gap (input) 400 meV
Stray field 0.1 T, g 15: Zeeman 0.087 meV
Rashba splitting 2 alpha kF at off state 4.21 meV
4 K: kT 0.34 meV, nonparabolic spread of theta0 0.05 rad
300 K: kT 25.85 meV, nonparabolic spread of theta0 3.99 rad
300 K: mobility (input) 2.0e+04 cm2/Vs, mean free path 330 nm
```
